Conductance per surface atom between two simple-cubic half-crystals with offset site energies

**Question**

I am trying to find the zero-temperature, small-bias conductance of an ideal metal-semiconductor contact. Both sides are simple-cubic half-crystals with the same lattice constant a and one s orbital per site, joined at a (001) plane. Side α (L or R) has site energy ε_α and nearest-neighbour hopping −t_α. Each surface atom is bonded to the one opposite it by −t_c.

My numbers are a simple stand-in for a metal on heavily doped n-type silicon: a = 3.84 Å, t_L = 2.0 eV, t_R = 0.8 eV, t_c = 1.2 eV. With the Fermi level at zero, ε_L = 7.0 eV and ε_R = 4.7 eV, which puts the band bottoms 5 eV and 0.1 eV below it.

I know that the transverse wavevector is conserved, but I don't see how to turn that into a number per surface atom. I also tried equal hoppings t with an offset of 4.4t. Each bulk band is 12t wide, so they overlap generously, yet I get zero conductance. Is that a mistake?

**Answer**

The zero is correct, and the reduction to chains shows why. I take independent electrons and a perfectly periodic interface, and use atomic units in the algebra (e = ħ = 1, so 2e²/h = 1/π).

**1. From the crystal to chains**

In each atomic layer, form Bloch sums with transverse wavevector (k_x, k_y). The four in-plane neighbours contribute −t(2 cos k_x a + 2 cos k_y a) = −2ts, where

s = cos k_x a + cos k_y a.

Bonds between layers join each atom to the one directly opposite, so they connect only equal wavevectors. Each wavevector therefore gives a separate chain: site energy ε_L − 2t_L s and hopping −t_L on the left, the same with R on the right, and one bond −t_c between them.

**2. The end of a half-chain**

Let g be the Green function on the end site of an isolated half-chain, and let x = E − ε + 2ts be the energy measured from the chain's site energy. Eliminating all sites behind the end site adds the self-energy (−t)g(−t) = t²g, because what lies behind it is an identical half-chain. Hence

g = 1/(x − t²g), or t²g² − xg + 1 = 0.

Inside the chain's band write x = −2t cos q with 0 < q < π. The roots are g = (−cos q ± i sin q)/t. The retarded function has Im g < 0, so

g = −e^{iq}/t, Im g = −(sin q)/t.

Inserting the definition of x gives

cos q_α = u_α − s, u_α = (ε_α − E)/(2t_α).

**3. Joining the chains**

Number the left sites n ≤ 0. Before joining, a wave of unit amplitude coming from the left is fully reflected. The solution must vanish at the missing site n = 1:

φ_n = e^{iq_L(n−1)} − e^{−iq_L(n−1)}, so |φ_0|² = 4 sin² q_L.

Its incoming flux is the velocity dE/dq = 2t_L sin q_L.

Now switch on the bond. The end amplitudes obey

ψ_R = −t_c g_R ψ_L, ψ_L = φ_0 − t_c g_L ψ_R.

Substituting the first into the second gives

ψ_L = φ_0/(1 − t_c² g_L g_R).

For the flux through the bond, the bond term of the Schrödinger equation is i dψ_R/dt = −t_c ψ_L. It changes |ψ_R|² at the rate

J = 2t_c Im(ψ_L* ψ_R) = −2t_c² Im g_R |ψ_L|² = 2t_c² (sin q_R/t_R)|ψ_L|².

Dividing J by the incoming flux gives the transmission

T = [2t_c² (sin q_R/t_R) · 4 sin² q_L] / [2t_L sin q_L |1 − t_c² g_L g_R|²].

With λ = t_c²/(t_L t_R) we have t_c² g_L g_R = λe^{i(q_L+q_R)}, and therefore

T = 4λ sin q_L sin q_R / [1 + λ² − 2λ cos(q_L + q_R)].

This equals 4t_c² Im g_L Im g_R/|1 − t_c² g_L g_R|², the usual Green-function form. If either q is not real, that side carries no wave away from the contact and T = 0.

**4. The sum over wavevectors**

In each chain, the density of states dq/(2π) times the velocity dE/dq gives dE/(2π). A small voltage V thus drives a current TV/(2π) per spin, and a conductance (2e²/h)T with both spins. There is one transverse wavevector per surface atom, so the conductance per atom is the zone average of this.

Since T depends on the wavevector only through s, we need only the distribution D(s) of s. For a uniform angle, X = cos k_x a has density 1/[π√(1−X²)], so

D(s) = (1/π²) ∫ dX / √{(1−X²)[1−(s−X)²]}.

Take s ≥ 0 (D is even), put h = s/2 and X = h + y. The product under the root becomes [(1−h)² − y²][(1+h)² − y²]. With y = (1−h) sin φ,

D = (1/π²) ∫ dφ / √[(1+h)² − (1−h)² sin² φ], −π/2 < φ < π/2.

This is 2/[π²(1+h)] times the complete elliptic integral K of parameter m = [(1−h)/(1+h)]². Landen's transformation turns it into

D(s) = K(m = 1 − s²/4)/π².

At the edge K(0) = π/2, so D(2) = 1/(2π). The result is

G/N = (2e²/h) ∫ ds D(s) T(s),

over the values of s that satisfy |s| < 2, |u_L − s| < 1 and |u_R − s| < 1.

**5. Why your contact is closed**

The last two conditions can hold together only if |u_L − u_R| < 2. For equal hoppings u_L − u_R = (ε_L − ε_R)/(2t), so an offset of 4t or more closes the contact at every energy. For offsets between 4t and 12t the bulk bands still overlap, but at any given energy their states have different transverse wavevectors. Changing s shifts both chain bands together and cannot bring them into line. For unequal hoppings u_L − u_R depends on energy, and the condition must be checked at the Fermi level.

A real-space calculation that makes no use of transverse wavevectors agrees. I took a periodic 5×5 cross-section with t_c = 0.8t, E = 0 and ε_L = −0.56t. The total transmission is 0.723 at offset 3.6t and 4×10⁻⁷ at 4.4t. An imaginary energy of 10⁻⁶t was added for numerical reasons, so a residue of that size does not signal conduction.

With t_c = t and the energy held midway between the site energies, G/N in units of 2e²/h is:

- offset 0: 0.630
- offset 2t: 0.256
- offset 3t: 0.084
- offset 3.9t: 0.0014
- offset 4t: 0

The first entry is two identical crystals perfectly joined. Every open channel has T = 1, yet the conductance is finite, because only 0.63 channels per atom are open.

**6. The best bond**

Dividing numerator and denominator of T by λ leaves λ + 1/λ − 2 cos(q_L + q_R) below. This is smallest at λ = 1, whatever the angles, so t_c = √(t_L t_R) is best for every channel. There

T = [cos(q_L − q_R) − cos(q_L + q_R)] / [1 − cos(q_L + q_R)],

which reaches one only when q_L = q_R. A perfect bond does not remove reflection caused by unequal chain wavevectors.

**7. Your numbers**

u_L = 7.0/4.0 = 1.75, u_R = 4.7/1.6 = 2.9375, λ = 1.44/1.60 = 0.90.

The lower limit of s is the largest of −2, 0.75 and 1.9375; the upper limit is 2. The open window is a small disc around normal incidence. At its centre, s = 2, cos q_L = −0.25 and cos q_R = 0.9375, so q_L = 1.8235 and q_R = 0.3554. Then

T = 3.6 × 0.968 × 0.348 / (1.81 + 1.8 × 0.571) = 0.427.

T falls to 0.11 at s = 1.94, close to the edge, where the electron's velocity along the normal vanishes on the semiconductor side. Integration gives 0.01003 open channels per atom with mean transmission 0.31:

G/N = 0.003093 × 2e²/h = 0.003093 × 7.748×10⁻⁵ S = 2.40×10⁻⁷ S.

One atom occupies a² = 14.75 Å² = 1.475×10⁻¹⁵ cm², so the contact resistivity is

1.475×10⁻¹⁵ cm² / 2.40×10⁻⁷ S = 6.15×10⁻⁹ ohm cm².

With T = 1 in all open channels it would be 1.9×10⁻⁹ ohm cm². Raising t_c to its best value, 1.265 eV, improves the conductance by only 0.4%, so the bond is not what limits this contact.

**8. A small-pocket formula**

Let δ = 3 − u_R = 0.0625 and s = 2 − σ. Then cos q_R = 1 − y with y = δ − σ, and for small y sin q_R ≈ √(2y). Setting q_R = 0 in the denominator gives T ≈ A√(2y), where

A = 4λ sin q_L / |1 − λe^{iq_L}|² = 3.6 × 0.968/2.26 = 1.54.

With D ≈ 1/(2π) and ∫√(2y) dy = (2√2/3)δ^{3/2} from 0 to δ,

G/N ≈ (2e²/h) A√2 δ^{3/2}/(3π) = 0.00362 × 2e²/h.

The full result is 14% below this estimate. The main reason is the neglected term 2λ sin q_L · q_R in the denominator. To first order it lowers the integral by a fraction (2λ sin q_L/2.26) × 1.06√δ ≈ 0.20, and higher orders give part of that back.

**9. How this compares with a real contact**

The metal band is a stand-in and does not describe a particular silicide. With t_L = 2.0 eV its mass at the band bottom is 0.13 electron masses, and it holds about 3×10²¹ electrons per cm³, against 5×10²² for free electrons filled to 5 eV. The result depends on this choice. If the band bottom stays 5 eV below the Fermi level, t_L = 1.5 eV lowers the conductance by 37%, and below about 1.21 eV the contact closes.

The semiconductor band has effective mass 1/(2t_R a²), or 0.32 electron masses, and holds 2.7×10¹⁹ electrons per cm³. Silicon has six anisotropic valleys, with rough masses of 0.19 (two directions) and 0.92 (one direction). Each has the density-of-states mass (0.19² × 0.92)^{1/3} = 0.32, so it holds as many electrons as the model band, and the same Fermi level corresponds to about 1.6×10²⁰ cm⁻³, which is heavy doping. The number of channels in a valley is proportional to the area of its Fermi surface projected on the contact plane, hence to the geometric mean of the two in-plane masses. The six valleys therefore offer [2 × 0.19 + 4√(0.19 × 0.92)]/0.32 ≈ 6.4 times as many channels. If each transmitted equally well, and the metal had states at all the wavevectors needed, the resistivity would drop to about 1×10⁻⁹ ohm cm². The model metal does not meet the second condition. The four valleys in the contact plane lie about 85% of the way to the zone boundary, at k_x a and k_y a of about ±0.85π in the surface cell, so s ≈ −1.8. The metal has propagating states only for 0.75 < s < 2, so with conserved transverse wavevector these four valleys would be closed.

The flat band is another strong assumption, since a real contact can have a depletion barrier. For illustration I assume a barrier height of 0.6 eV, a relative permittivity of 11.7 and the six-valley doping of 1.6×10²⁰ cm⁻³. The depletion width is then 24 Å. Adding the band bending to the first six semiconductor layers, with the first layer half a spacing inside the depletion region, raises the one-valley resistivity 24-fold, to 1.5×10⁻⁷ ohm cm². Image-force lowering is estimated at 0.27 eV, and repeating the calculation with the lowered barrier gives 2.6×10⁻⁸ ohm cm². The maximum of the image potential plus the depletion field lies only 2.3 Å from the interface, less than one layer spacing, so the continuum estimate is doubtful. The two values show the size of the effect and are not bounds. Without image lowering, moving the first layer half a spacing towards the interface or away from it changes the factor of 24 to about 55 or 12, and replacing full depletion by a Thomas-Fermi profile, which lets electrons spill into the depletion region, makes it about 40. The factor also depends strongly on the mass along the normal. With silicon's masses in that direction and the best bond, the same barrier gives about 8 for a mass of 0.19 and 440 for 0.92. The last value depends on the model's coarse layer spacing. With the spacing along the normal cut to one eighth at fixed masses, it is about 550 if only the semiconductor is refined and about 620 if both sides are, and it is still rising slowly. The valleys then transmit very unequally, so the ratio 6.4 cannot be applied to the barrier values. All these factors use the decay constant of a single band, although at the top of the barrier the electron is 0.6 eV below the conduction edge, past the middle of silicon's gap, in a field of 5.9 MV/cm. Coupling to other bands shortens the decay constant there. As an illustration, multiplying its square by 1 − U/E_g, with U the depth below the band edge, lowers the semiclassical tunnelling factor for the model mass by about 1.9 for E_g = 1.12 eV and 1.2 for E_g = 3.4 eV. Finally, the donor spacing, taken as the inverse cube root of the doping, is 18 Å, close to the depletion width, so treating their charge as smooth is itself a rough approximation.

Temperature matters less. At 300 K and fixed electron density the flat-band conductance falls by about 2%. The change is small because conductance and density both scale as δ^{3/2} to leading order, so their thermal averages stay in the same proportion, and holding one fixed nearly fixes the other. With the barrier profile held fixed relative to the semiconductor band, while the Fermi level drops by 6 meV to keep the density, the conductance rises by 10%. If instead the barrier stays 0.6 eV above the Fermi level, the rise is about 15%.

Interface disorder, the true silicide bands and self-consistent charge are left out. Disorder in particular mixes transverse wavevectors, so a contact that is closed in this model need not stay closed. The remaining values are in the numerical output.

Computed results

```
lattice constant a = 3.84 angstrom
hoppings tL, tR, tc = 2.0, 0.8, 1.2 eV
site energies epsL, epsR (Fermi level 0) = 7.00, 4.70 eV
band bottoms below Fermi level L, R = 5.0, 0.1 eV
uL, uR, lambda = 1.7500, 2.9375, 0.9000 (no unit)
open window in s = 1.9375 to 2.0000 (no unit)
qL, qR at s=2 = 1.8235, 0.3554 rad
T at s=2.00 = 0.4273 (no unit)
T at s=1.98 = 0.3727 (no unit)
T at s=1.96 = 0.2911 (no unit)
T at s=1.94 = 0.1097 (no unit)
density D(2) = 0.15915 (no unit)
open channels per atom = 0.010026 (no unit)
conductance per atom = 0.003093 x 2e^2/h
mean transmission of open channels = 0.3085 (no unit)
small-pocket estimate = 0.003616 x 2e^2/h
2e^2/h = 7.748092e-05 S
conductance per atom = 2.3968e-07 S
area per atom = 14.746 angstrom^2
contact resistivity = 6.152e-09 ohm cm2
resistivity if all open channels had T=1 = 1.898e-09 ohm cm2
best bond tc from matching = 1.2649 eV
conductance per atom at best bond = 0.003105 x 2e^2/h
equal hoppings t=tc, energy midway between the site energies:
  offset 0.0 t: conductance per atom = 0.63044 x 2e^2/h
  offset 1.0 t: conductance per atom = 0.45353 x 2e^2/h
  offset 2.0 t: conductance per atom = 0.25581 x 2e^2/h
  offset 3.0 t: conductance per atom = 0.08403 x 2e^2/h
  offset 3.9 t: conductance per atom = 0.00137 x 2e^2/h
  offset 4.0 t: conductance per atom = 0.00000 x 2e^2/h
5x5 slab, general case: real space 9.82754, chains 9.82756
5x5 slab, offset 3.6 t: total transmission 0.72325
5x5 slab, offset 4.4 t: total transmission 4.2e-07
effective mass of right band = 0.323 electron masses
electron density, one valley = 2.661e+19 cm^-3
assumed doping, six valleys = 1.597e+20 cm^-3
rough masses mt, ml = 0.19, 0.92 electron masses
channel count, six valleys over model = 6.35 (no unit)
resistivity divided by that ratio = 9.68e-10 ohm cm2
rough barrier = 0.60 eV, rough permittivity = 11.7
depletion width = 23.8 angstrom, shifted layers = 6
largest field = 5.88 MV/cm
resistivity with barrier, one valley = 1.48e-07 ohm cm2
barrier raises resistivity by factor 24.1
image lowering = 0.269 eV, maximum at 2.29 angstrom
resistivity with lowered barrier = 2.64e-08 ohm cm2
temperature = 300 K, kT = 0.02585 eV
Fermi level shift at fixed density = -0.00634 eV
300 K over 0 K conductance, no barrier = 0.9845
300 K over 0 K conductance, with barrier = 1.0997
```
